# Michel-Wightman limit of the polarized Dirac density matrix, part 2

We study the density matrix of a polarized electron or positron at energies large compared with its mass, and how to use its limiting form. Units are $\hbar=c=1$, the metric is $(+,-,-,-)$, $\not a=a_\mu\gamma^\mu$, $\gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3$, $P_{R,L}=\tfrac12(1\pm\gamma_5)$, and spinors satisfy $\bar uu=2m$.

The electron has mass $m$, energy $E$, momentum $\mathbf p$ with unit vector $\hat{\mathbf p}$, and rest-frame polarization $\boldsymbol\zeta$. Define $\lambda=\boldsymbol\zeta\cdot\hat{\mathbf p}$, $\boldsymbol\zeta_T=\boldsymbol\zeta-\lambda\hat{\mathbf p}$, $s_T=(0,\boldsymbol\zeta_T)$, $k=E(1,\hat{\mathbf p})$ and $n=(1,-\hat{\mathbf p})$. The spin matrix is $\boldsymbol\Sigma\cdot\hat{\mathbf p}=\gamma_5\gamma^0\,\boldsymbol\gamma\cdot\hat{\mathbf p}$. The massive density matrix is

$$\rho=\tfrac12(\not p+m)(1+\gamma_5\not s),\tag{A5}$$

where

$$s=\lambda\left(\frac pm-\frac{m}{n\cdot p}\,n\right)+s_T,\tag{A7}$$

so that $p\cdot s=0$ and $s^0=\lambda|\mathbf p|/m$. Without approximation,

$$\rho=\tfrac12\not p(1-\lambda\gamma_5+\gamma_5\not s_T)+\tfrac m2\left[1+\lambda\boldsymbol\Sigma\cdot\hat{\mathbf p}+\gamma_5\not s_T\right]-\frac{\lambda m^2}{2n\cdot p}\gamma_5\not n.\tag{A10}$$

For a positron, with the symbols denoting its own momentum and physical polarization,

$$\bar\rho=\tfrac12\not k(1+\lambda\gamma_5+\gamma_5\not s_T)-\tfrac m2\left[1-\lambda\boldsymbol\Sigma\cdot\hat{\mathbf p}+\gamma_5\not s_T\right]+O(m^2/E).\tag{A15}$$

With primes denoting the positron, the high-energy forms are

$$\rho_0=\tfrac12\not k(1-\lambda\gamma_5+\gamma_5\not s_T),\qquad \bar\rho_0=\tfrac12\not k'(1+\lambda'\gamma_5+\gamma_5\not s'_T).\tag{B1}$$

The relative error of $\rho_0$ in the Frobenius norm is $m/(\sqrt2E)$ to leading order. Transverse polarization is coherence between opposite helicities.

The numerical example is an electron with $m=0.510999$ MeV, momentum along $z$ and $\boldsymbol\zeta=(0.48,0,0.64)$, so $\lambda=0.64$ and $|\boldsymbol\zeta_T|=0.48$, at energies from 5 to 5000 MeV.

### B.3 Which currents retain the transverse spin

The difference between the two kinds of polarization also appears in spinor bilinears. In ${\rm Tr}[\rho\gamma^\mu\gamma_5]$, the term with $\not p$ alone has too few gamma matrices to accompany $\gamma_5$, and the term with $\not p\gamma_5\not s$ has an odd number. What remains is

$${\rm Tr}[\rho\gamma^\mu\gamma_5]=\tfrac m2{\rm Tr}[\gamma_5\not s\gamma^\mu\gamma_5]=\tfrac m2{\rm Tr}[\not s\gamma^\mu]=2ms^\mu.\tag{B3}$$

At high energy this is $2\lambda k^\mu$ plus terms that are smaller by at least one power of $m/E$. The transverse contribution is $2ms_T^\mu$, which is negligible relative to $E$.

The time component also gives the right-handed fraction. Since ${\rm Tr}[\rho\gamma^0]=2E$,

$$f_R=\frac{{\rm Tr}[P_R\rho\gamma^0]}{{\rm Tr}[\rho\gamma^0]}=\frac12\left(1+\frac{ms^0}{E}\right)=\frac12\left(1+\lambda\frac{|\mathbf p|}{E}\right).$$

For $\lambda=0.64$ this fraction is $0.8183$ at 5 MeV and $0.8200$ at 500 MeV. The latter agrees at the printed precision with the limiting value $(1+\lambda)/2$.

For the tensor current, let $\sigma^{\mu\nu}=\tfrac i2[\gamma^\mu,\gamma^\nu]$. The term proportional to $m$ without spin vanishes because ${\rm Tr}[\sigma^{\mu\nu}\gamma_5]=0$, and the other single-vector terms are odd. Moving the two $\gamma_5$ together through $\not s\sigma^{\mu\nu}$ gives one minus sign:

$${\rm Tr}[\rho\sigma^{\mu\nu}\gamma_5]=-\tfrac12{\rm Tr}[\not p\not s\sigma^{\mu\nu}]=2i(p^\mu s^\nu-p^\nu s^\mu).\tag{B4}$$

The last equality uses

$${\rm Tr}[\not p\not s\gamma^\mu\gamma^\nu]=4(p^\nu s^\mu-p^\mu s^\nu),\qquad p\cdot s=0,$$

and the equal contribution from the commutator. In (B4) the divergent part of $s$, parallel to $p$, drops out. The rest of the longitudinal part is of order $m$, while the transverse part is of order $E$. The tensor current, which connects opposite chiralities, therefore retains the transverse spin at leading order.

### B.4 Dependence on the frame

The condition $s_T^0=0$ refers to a frame, but the matrix $\rho_0$ does not need it. Since $k^2=0$,

$$\not k\gamma_5(\not s_T+c\not k)=\not k\gamma_5\not s_T-c\gamma_5\not k\not k=\not k\gamma_5\not s_T.\tag{B5}$$

A multiple of $k$ may be added to $s_T$ freely. Suppose a boost changes $k$ and $s_T$ into $\tilde k$ and $\tilde s$, where $\tilde s$ may have a time component. Replace it by

$$\tilde s_T=\tilde s-\frac{\tilde s^0}{\tilde k^0}\tilde k.$$

This vector has no time component. As $\tilde k\cdot\tilde s=0$ and $\tilde k^2=0$, it is also orthogonal to $\tilde k$, so its spatial part is perpendicular to the new momentum. Its square is the same as that of $s_T$. The degree of transverse polarization is therefore unchanged. The value of $\lambda$ in $\rho_0$ is unchanged too, because a boost matrix commutes with $\gamma_5$.

This argument is for the massless form. With $m>0$, a frame that overtakes the electron reverses its momentum and changes the sign of its helicity. In applying the limit after a change of frame, the energy must be large compared with $m$ in both frames. At finite mass a boost that is not along $\mathbf p$ changes $\lambda$ and $|\boldsymbol\zeta_T|$ by terms of order $m/E$.

### B.5 Muon-pair production with polarized beams

Consider $e^-e^+\to\mu^-\mu^+$ through one photon at tree level, with no $Z$ exchange or radiative corrections. In the centre-of-mass frame the electron moves along $+z$, each beam has energy $E$, and $S=4E^2$. Muon spins are summed, and the muon mass is neglected at first. The angles $\theta,\phi$ give the direction $\hat{\mathbf q}$ of the $\mu^-$. Let $\phi_s$ and $\phi_{s'}$ be the azimuths of the transverse polarizations, and $s_\perp,s'_\perp$ their lengths.

The current is $J^\mu=\bar v\gamma^\mu u$, so its tensor is

$$L^{\mu\nu}={\rm Tr}[\bar\rho_0\gamma^\mu\rho_0\gamma^\nu].$$

From $\bar v(\not k+\not k')u=0$ follows $J^0=0$; then $\bar v\not ku=0$ gives $J^3=0$. Transverse indices $i,j$ are sufficient.

The longitudinal terms combine after $\gamma_5$ is moved through $\gamma^\mu\not k$:

$$(1+\lambda'\gamma_5)(1-\lambda\gamma_5)=(1-\lambda\lambda')+(\lambda'-\lambda)\gamma_5.$$

The $\gamma_5$ part yields an antisymmetric tensor. It will vanish against the muon tensor, which is symmetric. The remaining symmetric tensor is

$$(1-\lambda\lambda')[k'^\mu k^\nu+k'^\nu k^\mu-g^{\mu\nu}k\cdot k']\;\to\;\tfrac S2(1-\lambda\lambda')\delta_{ij}.$$

Here $k\cdot k'=S/2$ and the beam momenta have no transverse components. A product of one longitudinal, or unpolarized, term and one transverse term contains an odd number of gamma matrices and vanishes.

For two transverse terms, moving one $\gamma_5$ through three gamma matrices gives a minus sign. Moving $\not k$ through two transverse matrices gives none:

$$\begin{aligned}T^{ij}&=\tfrac14{\rm Tr}[\not k'\gamma_5\not s'_T\gamma^i\not k\gamma_5\not s_T\gamma^j]\\&=-\tfrac14{\rm Tr}[\not k'\not k\,\not s'_T\gamma^i\not s_T\gamma^j].\end{aligned}$$

Write $\not k'\not k=k\cdot k'+\tfrac12[\not k',\not k]$. The commutator is proportional to $\gamma^0\gamma^3$, while the four transverse matrices combine into a number plus a multiple of $\gamma^1\gamma^2$. The commutator thus contributes no trace. The standard four-matrix trace then gives, with ordinary transverse vector components,

$$T^{ij}=-\frac S2\left[s_is'_j+s_js'_i-\delta_{ij}\,\mathbf s_T\cdot\mathbf s'_T\right].\tag{B6}$$

The muon tensor is ${\rm Tr}[\not q\gamma_\mu\not q'\gamma_\nu]$, with opposite spatial momenta. For spatial indices,

$$M_{ij}=4\left[-2E^2\hat q_i\hat q_j+\frac S2\delta_{ij}\right]=2S(\delta_{ij}-\hat q_i\hat q_j).\tag{B7}$$

The photon propagator contributes $1/S^2$ to the squared amplitude. Contracting the longitudinal part gives $(1-\lambda\lambda')(2-\sin^2\theta)$. The tensor (B6) has zero trace, so it is contracted with $-\hat q_i\hat q_j$ alone, giving

$$\begin{aligned}&2(\mathbf s_T\cdot\hat{\mathbf q})(\mathbf s'_T\cdot\hat{\mathbf q})-\sin^2\theta\,\mathbf s_T\cdot\mathbf s'_T\\
&=s_\perp s'_\perp\sin^2\theta\,[2\cos(\phi-\phi_s)\cos(\phi-\phi_{s'})-\cos(\phi_s-\phi_{s'})].\end{aligned}$$

The product-to-sum identity reduces the bracket to one cosine. The squared amplitude is $e^4F$, where

$$\boxed{\begin{aligned}F={}&(1-\lambda\lambda')(1+\cos^2\theta)\\&+s_\perp s'_\perp\sin^2\theta\cos(2\phi-\phi_s-\phi_{s'}).\end{aligned}}\tag{B8}$$

With $e^2=4\pi\alpha$, where $\alpha$ is the fine-structure constant, and massless two-body phase space,

$$\frac{d\sigma}{d\Omega}=\frac{e^4F}{64\pi^2S}=\frac{\alpha^2}{4S}F.$$

The factor $1-\lambda\lambda'$ selects opposite helicities. The two allowed combinations have angular momentum $+1$ and $-1$ along the beam. Their interference changes phase by $2\phi$, and it requires helicity coherence in both beams. This is why the second term contains the product $s_\perp s'_\perp$.

### B.6 Two transversely polarized 5 GeV beams

Let the electron polarization be $(0,0.8,0)$ and the positron polarization $(0,-0.8,0)$. Then $\lambda=\lambda'=0$, $\phi_s=90^\circ$ and $\phi_{s'}=-90^\circ$. At $\theta=90^\circ$, (B8) becomes

$$F=1+0.8^2\cos2\phi=1+0.64\cos2\phi.$$

Across the spins, at $\phi=0$, $F=1.64$. Along the spins, at $\phi=90^\circ$, $F=0.36$. The prefactor is $\alpha^2/(4S)=0.05184$ nb/sr, so the tree-level cross sections are $0.0850$ and $0.0187$ nb/sr. These use the low-energy value of $\alpha$; vacuum polarization by lepton loops alone raises both by about 4% at this energy without changing their ratio. Their difference divided by their sum is $(1.64-0.36)/2=0.64$.

The muon mass $m_\mu$ changes (B7). The mass term of the trace combines with $q\cdot q'$ to give $q\cdot q'+m_\mu^2=S/2$, while the squared muon momentum becomes $\beta^2E^2$, with $\beta^2=1-m_\mu^2/E^2$. The tensor is then $2S(\delta_{ij}-\beta^2\hat q_i\hat q_j)$. In the present geometry,

$$F(0)=2-0.36\beta^2,\qquad F(90^\circ)=2-1.64\beta^2.$$

The increases over the massless values are $0.36\,m_\mu^2/E^2$ and $1.64\,m_\mu^2/E^2$. The computed increases, $0.000161$ and $0.000732$, have this ratio within rounding. A cross section with massive muons also needs the phase-space factor $\beta$, which the quoted cross sections omit.

### B.7 Effects that the limit removes

If the positron is unpolarized, the electron's transverse spin has no effect on this muon-spin-summed process, even for $m>0$. The relevant trace is

$$\tfrac14{\rm Tr}[(\not p'-m)\gamma^\mu(\not p+m)\gamma_5\not s_T\gamma^\nu].$$

Its nonzero terms contain one $\gamma_5$ and four other gamma matrices. They are antisymmetric in $\mu,\nu$ and vanish against the symmetric muon tensor.

A transverse electron and a longitudinal positron do produce a mass-suppressed effect. By (A10) and (A15), the needed parts of the density matrices are

$$\tfrac12(\not k+m)\gamma_5\not s_T,\qquad \tfrac12\lambda'(\not k'\gamma_5+m\boldsymbol\Sigma\cdot\hat{\mathbf p}').$$

At first order in $m$ there are two traces. The first takes the mass from the electron:

$$\tfrac{\lambda'm}{4}{\rm Tr}[\not k'\gamma_5\gamma^\mu\gamma_5\not s_T\gamma^\nu]=-\lambda'm(k'^\mu s_T^\nu+k'^\nu s_T^\mu).$$

For the second, the null vector opposite to $k'$ is parallel to $k$, so

$$\boldsymbol\Sigma\cdot\hat{\mathbf p}'=\gamma_5\left(\frac{\not k'\not k}{k\cdot k'}-1\right).$$

After the two $\gamma_5$ cancel, the term with $-1$ is antisymmetric in $\mu,\nu$. In the other, $\not k\gamma^\mu\not k=2k^\mu\not k$. Its trace is $8k^\mu s_T^\nu$, whose symmetric part is $4(k^\mu s_T^\nu+k^\nu s_T^\mu)$. Including the factor $\lambda'm/4$ and adding the first trace,

$$L^{\mu\nu}_{\rm mix}=\lambda'm[(k-k')^\mu s_T^\nu+(k-k')^\nu s_T^\mu].$$

Since $k-k'=(0,0,0,2E)$, the nonzero components are $L^{3j}=L^{j3}=2\lambda'mE\,s_j$. Contraction with (B7) and division by $S^2$ give

$$\begin{aligned}F_{\rm mix}&=-\frac{8\lambda'mE}{S}\cos\theta\,(\mathbf s_T\cdot\hat{\mathbf q})\\&=-\frac mE\lambda's_\perp\sin2\theta\cos(\phi-\phi_s)+O(m^2/E^2).\end{aligned}\tag{B9}$$

This holds for massless muons; the muon mass multiplies it by $\beta^2=1-m_\mu^2/E^2$. For $\lambda'=s_\perp=1$, $\phi=\phi_s=0$ and $\theta=45^\circ$, (B9) is $-m/E$. The spinor calculation at 5 GeV gives $-1.022\times10^{-4}$, or $-1.0000$ after multiplication by $E/m$.

### B.8 Conditions for use

The form (B1) is suitable when the rest of the calculation has a finite massless limit and the requested quantity has a nonzero leading term. If that term vanishes, the density matrices are needed to the order in $m$ at which the quantity first appears. For the mixed polarization effect above, which is linear in $m$, the order-$m$ parts of (A10) and (A15) are enough. For two beams of equal helicity, $\lambda=\lambda'=\pm1$, $F$ is of order $m^2/E^2$. The terms of order $m^2/E$ in one density matrix, multiplied by the leading part of the other, then contribute at the same order as the product of the two order-$m$ parts, so the full massive matrices should be used.

A small denominator can also invalidate the simple replacement. For a photon of energy $\omega$ parallel to the electron, the scalar product of their momenta is

$$\omega(E-|\mathbf p|)=\frac{\omega m^2}{E+|\mathbf p|}.$$

Its inverse grows as $m\to0$. Density-matrix terms suppressed by $m$ may then be compensated by the rest of the squared amplitude, so the limit must be taken for the complete expression.

In a program at finite mass, direct multiplication in (A5) can lose accuracy for $\lambda\ne0$. It forms terms of order $E^2/m$ that cancel to a result of order $E$, so the relative rounding error grows as $E/m$ times the machine precision. In double precision this is still below $10^{-12}$ for a 5 GeV electron and matters only at extreme $E/m$. Equation (A10) performs this cancellation analytically. The small difference $E-|\mathbf p|$ should be evaluated as $m^2/(E+|\mathbf p|)$. For a positron, $\lambda'$ must be calculated with its own momentum: for a beam along $-z$, $\lambda'=-\zeta'_z$.

## Numbers as computed

```
electron mass = 0.510999 MeV
rest polarization zeta = [0.48 0.   0.64], size = 0.80
lambda = 0.64, transverse part = 0.48
E = 5 MeV: m/E = 1.0220e-01
  s0 = 6.2295, sx = 0.4800, sz = 6.2622
  right-handed fraction = 0.818324
  relative error of limit = 7.2361e-02, m/(sqrt2 E) = 7.2266e-02
E = 50 MeV: m/E = 1.0220e-02
  s0 = 62.6192, sx = 0.4800, sz = 62.6224
  right-handed fraction = 0.819983
  relative error of limit = 7.2267e-03, m/(sqrt2 E) = 7.2266e-03
E = 500 MeV: m/E = 1.0220e-03
  s0 = 626.2241, sx = 0.4800, sz = 626.2244
  right-handed fraction = 0.820000
  relative error of limit = 7.2266e-04, m/(sqrt2 E) = 7.2266e-04
E = 5000 MeV: m/E = 1.0220e-04
  s0 = 6262.2437, sx = 0.4800, sz = 6262.2438
  right-handed fraction = 0.820000
  relative error of limit = 7.2266e-05, m/(sqrt2 E) = 7.2266e-05
eigenvalues of limit rho*gamma0 / E = 0.000, 0.000, 0.200, 1.800
beam energy = 5.0 GeV each
electron zeta = [0.  0.8 0. ], positron zeta = [ 0.  -0.8  0. ]
alpha^2/(4S) = 0.05184 nb/sr
theta = 90 deg, across spins, phi = 0 deg:
  F from spinors = 1.640000, F from limit = 1.640000
  F with muon mass = 1.640161
  cross section (massless muon) = 0.08501 nb/sr
theta = 90 deg, along spins, phi = 90 deg:
  F from spinors = 0.360000, F from limit = 0.360000
  F with muon mass = 0.360732
  cross section (massless muon) = 0.01866 nb/sr
azimuthal asymmetry = 0.6400
transverse electron, positron helicity +1, theta = 45 deg, phi = 0:
  part of F odd in transverse spin at 5 GeV = -1.0220e-04
  same part times E/m = -1.0000
```
